# The ferroelectric nucleation theorem: barrier slope and critical volume

## Result and conventions

A ferroelectric film has spontaneous polarization of magnitude $P$ along $-z$. A field $E$ along $+z$ favours reversal. Let $W^*(E)$ be the reversible work needed to form the critical reversed nucleus, and $V^*(E)$ its volume. At fixed temperature,

$$\boxed{\frac{dW^*}{dE}=-2P\,V^*}\tag{1}$$

The factor 2 arises because reversal changes the polarization from $-P$ to $+P$. The volume is that of the reversed region, not a molar volume or a wall area. In SI units, $2PV^*$ is a dipole moment in C m, and the slope has the same unit, J/(V/m).

Equation (1) holds under four assumptions.

1. $P$ and the wall energy per area $\sigma$ do not depend on $E$.
2. Both domain orientations have the same linear dielectric response. Induced polarization then cancels from the voltage-dependent work.
3. The applied field is uniform over the nucleus. Here $E$ is the field that the electrode voltage produces in the film's dielectric background. With ideal electrodes it is voltage divided by thickness.
4. The critical nucleus is a non-degenerate stationary point of the work, followed continuously as $E$ changes.

## The work done by the voltage source

Let $\boldsymbol\epsilon$ be the absolute permittivity tensor of the background and $\mathbf P_s$ the frozen spontaneous polarization. The total field is $\mathbf E=-\nabla\phi$, and $\mathbf D=\boldsymbol\epsilon\mathbf E+\mathbf P_s$. The electric energy stored at fixed $\mathbf P_s$ is $\frac12\int\mathbf E\cdot\boldsymbol\epsilon\mathbf E\,dV$. At fixed voltage the energy supplied by the source must be subtracted. Since $\nabla\cdot\mathbf D=0$, integration by parts gives $\int\mathbf E\cdot\mathbf D\,dV=\sum_iQ_i\phi_i$, with $Q_i$ and $\phi_i$ the electrode charges and potentials. The lateral boundaries are periodic or far away. Therefore

$$G=\tfrac12\int\mathbf E\cdot\boldsymbol\epsilon\mathbf E\,dV-\int\mathbf E\cdot\mathbf D\,dV
=-\int\left(\tfrac12\mathbf E\cdot\boldsymbol\epsilon\mathbf E+\mathbf P_s\cdot\mathbf E\right)dV .\tag{2}$$

Split $\mathbf E=\mathbf E_0+\mathbf E_1$. The first part satisfies $\nabla\cdot(\boldsymbol\epsilon\mathbf E_0)=0$ and carries the electrode voltage. The second comes from a potential $\phi_1$ that vanishes on the electrodes. Because $\boldsymbol\epsilon$ is symmetric, (2) becomes

$$G=-\tfrac12\!\int\!\mathbf E_0\cdot\boldsymbol\epsilon\mathbf E_0\,dV-\!\int\!\mathbf P_s\cdot\mathbf E_0\,dV-\!\int\!\mathbf E_1\cdot\boldsymbol\epsilon\mathbf E_0\,dV-\!\int\!\left(\tfrac12\mathbf E_1\cdot\boldsymbol\epsilon\mathbf E_1+\mathbf P_s\cdot\mathbf E_1\right)dV.$$

The third integral is zero: integrating by parts leaves a surface term with $\phi_1=0$ and a volume term with $\nabla\cdot(\boldsymbol\epsilon\mathbf E_0)=0$. The last integral contains no voltage, and neither does the equation that determines $\phi_1$.

Now subtract the state without a nucleus. The first integral cancels because $\boldsymbol\epsilon$ is unchanged by reversal. In the second, the polarization changes by $\Delta\mathbf P=2P\hat{\mathbf z}$ inside the nucleus. Adding the wall energy, we obtain for a nucleus with shape variables $q$

$$W(q,E)=\Gamma(q)-2PE\,V(q).\tag{3}$$

$\Gamma$ contains wall and depolarization energy, and may also contain the energy of interaction with a defect if that energy is independent of field.

The equality of the permittivities matters. Consider a two-dimensional half ellipse with semi-axes 6 nm (lateral) and 18 nm (along $z$), in a 40 nm film with lateral period 48 nm. The material values are those of the example below. A solution of Poisson's equation on a 1 nm grid gives a voltage-dependent work equal to $-2PEV$, to six decimals, when the permittivities agree. Raising the nucleus permittivity along $z$ by 20% multiplies this work, taken between zero field and 0.1 MV/cm, by 0.976 on this grid. The last digit is not converged; refining the grid to 0.125 nm gives 0.975.

## Differentiation at the critical nucleus

The critical shape $q^*(E)$ satisfies $\partial W/\partial q_i=0$ for every $i$. Differentiating this condition gives

$$\sum_j\frac{\partial^2W}{\partial q_i\partial q_j}\frac{dq_j^*}{dE}=2P\frac{\partial V}{\partial q_i}.$$

A non-singular Hessian therefore ensures a finite $dq^*/dE$. The total derivative of the barrier is

$$\frac{dW^*}{dE}=\sum_i\left.\frac{\partial W}{\partial q_i}\right|_{q^*}\frac{dq_i^*}{dE}+\left.\frac{\partial W}{\partial E}\right|_{q^*}=0-2PV^*,$$

which is (1). The nucleus does change with field, but that change contributes nothing at first order because the work is stationary.

If $\sigma$ depends on field, the explicit derivative has one more term:

$$\frac{dW^*}{dE}=-2PV^*+A^*\frac{d\sigma}{dE},\tag{4}$$

where $A^*$ is the wall area. If two different nuclei compete, (1) applies to each branch. The lower barrier then has a kink where the branches cross, if their volumes differ.

### Finite field steps and curvature

Integrating (1) gives

$$W^*(E_1)-W^*(E_2)=2P\int_{E_1}^{E_2}V^*(E)\,dE.\tag{5}$$

A finite difference of barriers thus gives the mean critical volume over the interval, not the volume at either end.

Suppose further that the critical shape minimizes $\Gamma$ at fixed volume, with minimum $\Gamma_{\min}(V)$. The barrier is then the maximum over $V$ of $\Gamma_{\min}(V)-2PEV$. At a non-degenerate maximum $\Gamma_{\min}'(V^*)=2PE$ and $\Gamma_{\min}''(V^*)<0$. Differentiating the first relation,

$$\frac{dV^*}{dE}=\frac{2P}{\Gamma_{\min}''(V^*)}<0,\qquad
\frac{d^2W^*}{dE^2}=-2P\frac{dV^*}{dE}>0 .$$

The nucleus shrinks with field and the barrier curve is convex. A linear extrapolation to higher field therefore underestimates the remaining barrier.

### Use with rates

For a nucleation rate $J\propto E^m e^{-W^*/k_BT}$ at fixed temperature,

$$\frac{k_BT}{2P}\frac{d\ln J}{dE}=V^*+\frac{m\,k_BT}{2PE}.\tag{6}$$

The second term is the error made by ignoring the prefactor. Equation (6) applies to a nucleation rate. A switching time that also contains wall motion needs a kinetic model before a volume can be extracted.

## Two nuclei

### Cylinder through the film

A cylinder of radius $\rho$ spans a film of thickness $h$ between ideal electrodes. Its polarization does not vary along $z$, so it carries no depolarization charge. Then

$$W=2\pi\rho h\sigma-2PE\pi\rho^2h .$$

Setting $dW/d\rho=0$ gives $\rho^*=\sigma/(2PE)$. Substitution gives $W^*=\pi h\sigma^2/(2PE)$, and hence

$$\frac{dW^*}{dE}=-\frac{\pi h\sigma^2}{2PE^2}=-2P\,\pi\rho^{*2}h=-2PV^* .$$

As $E\to0$ both barrier and volume diverge. In a thick film the barrier grows with $h$, so a nucleus that does not reach the far electrode can cost less.

### Half spheroid on one electrode

Take a half prolate spheroid of base radius $a$ and height $l>a$, far from the other electrode. Its image in the electrode completes the spheroid. Its volume and curved wall area are

$$V=\frac{2\pi}{3}a^2l,\qquad A=\pi a^2\left(1+\frac{r\arcsin\eta}{\eta}\right),\qquad r=\frac la,\quad \eta=\sqrt{1-r^{-2}} .$$

For the depolarization energy, the uniform $-P$ drops out because $\phi_1$ vanishes on both electrodes. Multiplying $\nabla\cdot(\boldsymbol\epsilon\mathbf E_1+\Delta\mathbf P)=0$ by $\phi_1$ and integrating gives $\int\mathbf E_1\cdot\boldsymbol\epsilon\mathbf E_1\,dV=-\int\Delta\mathbf P\cdot\mathbf E_1\,dV$. The last integral in $G$, with its sign, is then $-\frac12\int\Delta\mathbf P\cdot\mathbf E_1\,dV$.

Let $\epsilon_a,\epsilon_c$ be the relative permittivities across and along $z$. In Fourier space $\mathbf E_1=-\mathbf k(\mathbf k\cdot\Delta\mathbf P)/(\mathbf k\cdot\boldsymbol\epsilon\mathbf k)$, so the complete spheroid has energy

$$U=\frac{(2P)^2}{2\epsilon_0}\int\frac{d^3k}{(2\pi)^3}\,|\Theta(\mathbf k)|^2\frac{k_z^2}{\epsilon_ak_\perp^2+\epsilon_ck_z^2},$$

where $\Theta$ is the transform of the function equal to 1 inside. For a spheroid $|\Theta|$ depends only on the length of $\boldsymbol\kappa=(a\mathbf k_\perp,lk_z)$. With $u=\kappa_z/|\boldsymbol\kappa|$, the last fraction is $u^2/\{\epsilon_c[s^2(1-u^2)+u^2]\}$, where $s=r\sqrt{\epsilon_a/\epsilon_c}$. Its angular average separates from the radial integral, and $\int|\Theta|^2d^3k/(2\pi)^3$ is the volume. By symmetry half the energy belongs to the real half, which gives

$$U_{\rm dep}=\frac{2P^2V N(s)}{\epsilon_0\epsilon_c},\qquad
N=\int_0^1\frac{u^2\,du}{s^2-(s^2-1)u^2}
=\frac{1}{s^2-1}\left[\frac{s\,\mathrm{arcosh}\,s}{\sqrt{s^2-1}}-1\right].$$

At fixed $r$ the total work is $W=Sa^2-Ba^3$, with

$$S=\frac{\sigma A}{a^2},\qquad B=\frac{2\pi r}{3}\left[2PE-\frac{2P^2N(s)}{\epsilon_0\epsilon_c}\right].$$

For $B>0$, the condition $2Sa-3Ba^2=0$ yields

$$a^*=\frac{2S}{3B},\qquad W^*=\frac{4S^3}{27B^2}=\frac{\sigma A^*}{3}.\tag{7}$$

The remaining variable $r$ minimizes $4S^3/(27B^2)$. Since $\sigma$ enters this function only as the factor $\sigma^3$, the best $r$ does not depend on $\sigma$, and both $W^*$ and $V^*$ scale as $\sigma^3$ at fixed field.

## Worked example

The parameters are rough typical values for tetragonal barium titanate near room temperature: $P=26$ µC/cm², $\sigma=10$ mJ/m², $\epsilon_a=2000$, $\epsilon_c=150$. The film is 100 nm thick, at 300 K and $E=0.1$ MV/cm.

Numerical minimization over $r$ gives $r=4.07$, hence $s=14.87$ and $N=0.0109$. Equation (7) then gives $a^*=3.94$ nm and $l^*=16.03$ nm. The volume is

$$V^*=\frac{2\pi}{3}(3.936)^2(16.029)=520\ \text{nm}^3 .$$

The contributions to the work are $-16.88$ eV from the field, $19.92$ eV from the wall and $3.60$ eV from depolarization. Their sum is $W^*=6.64$ eV, or $1.06\times10^{-18}$ J. This is one third of the wall term, as (7) requires. In the variables $\ln a$ and $\ln l$ the Hessian eigenvalues are $-19.9$ and $25.3$ eV, so the nucleus is a saddle with one unstable direction.

The theorem gives

$$2PV^*=2(0.26)(5.20\times10^{-25})=2.70\times10^{-25}\ \text{C m},$$

or a slope of $-168.8$ eV per MV/cm. As an independent evaluation, the barrier was found by minimizing (3) over shape at fixed volume and then maximizing over volume. A fourth-order central difference with 1% field steps gives the same slope, $-168.8$ eV per MV/cm.

| $E$ (MV/cm) | $a^*$ (nm) | $l^*$ (nm) | $V^*$ (nm³) | $W^*$ (eV) |
|---|---|---|---|---|
| 0.05 | 7.84 | 47.9 | 6178 | 39.06 |
| 0.10 | 3.94 | 16.0 | 520 | 6.64 |
| 0.20 | 1.97 | 5.45 | 44.4 | 1.16 |

Between the outer fields the barrier drops by 37.90 eV, and numerical integration of (5) gives the same value. Dividing the drop by $2P\Delta E$ gives a mean volume of 778 nm³, far from either end value. Field steps must therefore be small if a local volume is wanted. At 0.05 MV/cm the height is almost half the film thickness, and including the far electrode lowers the barrier by about 0.2 eV (0.5%). At 0.10 MV/cm the shift is about 0.001 eV.

At 300 K, $k_BT=0.0259$ eV and $W^*/k_BT=257$ at 0.1 MV/cm. The prefactor correction in (6) is 0.8 nm³ for $m=1$, about 0.15% of $V^*$. A field-dependent wall energy matters more. If $\sigma$ fell by 5% of its value per 0.1 MV/cm, (4) would add $-10.0$ eV per MV/cm and change the slope to $-178.8$ eV per MV/cm.

## Induced polarization and a diffuse wall

When polarization is free to respond everywhere, let the free energy be $F[P_z]-E\int P_z\,dV$, with $F$ independent of $E$. The critical profile $P_{\rm crit}$ and the metastable state $P_{\rm meta}$ are both stationary. The argument used for (1) then gives

$$\frac{dW^*}{dE}=-\int(P_{\rm crit}-P_{\rm meta})\,dV .\tag{8}$$

The size of the difference from (1) can be found for a cylinder with a quartic double well. Put $p=P_z/P$, measure length in units of the wall half-width $w$, and let the energy density be

$$\alpha\left[\tfrac14(p^2-1)^2-ep+\tfrac14|\nabla p|^2\right],\qquad e=\frac{EP}{\alpha}.$$

At zero field a flat wall is $p=\tanh x$. Its two energy contributions are equal, so $\sigma=\alpha w\int\frac12\operatorname{sech}^4x\,dx=2\alpha w/3$, or $\alpha=3\sigma/(2w)$.

Uniform states obey $p^3-p=e$. Expanding about $\pm1$ gives $p_\pm=\pm1+e/2\mp3e^2/8$ to second order. The induced part $e/2$ is common to both domains and cancels in (8). Half their difference is $1-3e^2/8$.

The radial profile obeys $\frac12(p''+p'/x)=p^3-p-e$. Insert $p=t+e/2$ with $t=\tanh(R-x)$. The zeroth-order terms cancel because $t''=2(t^3-t)$. At first order, with $1/x\approx1/R$ in the wall,

$$-\frac{1-t^2}{2R}=\frac e2(3t^2-1)-e=-\frac{3e}{2}(1-t^2),$$

so $R=1/(3e)$ at leading order. For a large cylinder the excess moment of the $\tanh$ profile is

$$2\pi\int_0^\infty(1+t)x\,dx=2\pi\left(R^2+\frac{\pi^2}{12}\right).$$

Define the nucleus boundary by $p=0$; it lies at $R_0\approx R+e/2$, so $R_0^2\approx R^2(1+3e^2)$. Including the bulk correction, the ratio of the moment in (8) to $2PV^*$ is

$$1+\left(\frac{9\pi^2}{12}-3-\frac38\right)e^2\approx1+4.03\,e^2 .$$

Further second-order changes confined to the wall affect this ratio only at higher order, since wall area over volume is itself of order $e$.

With $w=0.5$ nm, a rough value, $e=0.0867$ at 0.1 MV/cm. The common induced polarization is 4.4% of $P$, yet half the domain difference changes by only $-0.29\%$. Numerical solution of the radial equation gives a moment 3.07% above $2PV^*$, and 0.76% above it at half the field. The expansion gives 3.02% and 0.76%. In the expansion, the finite wall width contributes $+7.40e^2$, the shift of the $p=0$ boundary $-3e^2$, and the bulk correction $-0.375e^2$. The diffuse cylinder barrier is 0.363 eV per nm of thickness, 4% below the sharp-wall value of 0.377 eV per nm.

This model loses its metastable state at $E=2\alpha/(3\sqrt3P)=0.44$ MV/cm. Near that field a compact nucleus with a sharp boundary is no longer a valid description. Equation (8) can still be used while the critical profile exists. The value 0.44 MV/cm belongs to the quartic model, not to barium titanate. Published sixth- and eighth-order Landau potentials for stress-free barium titanate at 300 K lose the antiparallel state near 0.13 to 0.16 MV/cm. At 0.1 MV/cm they give permittivities in the two domains that differ by about a factor of 3, and even the quartic model gives a 30% difference in susceptibility. The worked example, and above all its row at 0.20 MV/cm, therefore illustrates the sharp-wall model. For the unstrained material, assumptions 1 and 2 are poor at these fields and (8) is the form to use. Epitaxial strain changes these limits.

## Application to a real film

With the assumed parameters, the barrier of 257 $k_BT$ makes thermal nucleation on a perfect electrode negligible. Reversal at this field would then need defects, existing domains or a larger local field. A defect with field-independent energy changes $V^*$ and $W^*$ but preserves (1). The wall energy is a rough input, and the cubic scaling makes it critical: halving $\sigma$ reduces the barrier eightfold, to 0.83 eV or 32 $k_BT$, at which thermal nucleation can no longer be ruled out. The applied field is a tenth of a rough thin-film breakdown field of 1 MV/cm. Just outside the sharp tip of the spheroid, however, the bound charge produces a local field of about $2P/(\epsilon_0\epsilon_c)=3.9$ MV/cm, which halves within 0.04 nm, falls to a tenth at 0.3 nm and still exceeds the applied field out to about 1 nm. Linear response and a sharp wall are both poor approximations there. The nucleus holds about 8000 cubes of side 0.4 nm, but its half-width-to-radius ratio of 0.13 makes a sharp wall approximate. The model also ignores wall-energy anisotropy and mobile charge.

Imperfect electrode screening can shift the field substantially. Represent each interface by a layer of thickness $d$ and relative permittivity $\epsilon_d$, with $\lambda=d/\epsilon_d$. For applied voltage $U_0$, continuity of $D$ and $hE_f+2dE_d=U_0$ give the film field

$$E_f=\frac{U_0+2\lambda P/\epsilon_0}{h+2\lambda\epsilon_c}.$$

For an assumed $\lambda=0.01$ nm, the built-in part is 0.057 MV/cm and assists reversal. A nominal field $U_0/h=0.1$ MV/cm contributes 0.097 MV/cm, so the film field is 0.154 MV/cm. The table cannot simply be read at this field, however. The same layers leave the charge at the base of the nucleus incompletely screened, which raises its depolarization energy. For a half spheroid attached to the layer this outweighs the gain from the built-in field, and the barrier rises from 6.64 to about 7.8 eV. A full spheroid far from both electrodes avoids this cost. It needs twice the single-electrode barrier at 0.154 MV/cm, about 4.4 eV, so within the model the lowest barrier falls and the critical nucleus changes type. This field is also close to the stability limit quoted above for unstrained barium titanate. The barrier and the critical shape must be recalculated with the layers present. The derivative with respect to nominal field is then $-0.971(2P)V^*$, where $V^*$ is the recalculated critical volume. An implementation must keep these two fields separate.
